Rate ratio of (100) to (111) silicon from mask undercut

**Problem**

A long groove is etched in a silicon wafer whose surface is a (100) plane. The long edges of the mask opening lie exactly along a <110> direction. When the vertical etch depth has reached d = 300 µm, the silicon has also been removed beneath the mask, over a horizontal distance u = 1.5 µm on each side.

(a) Deduce the ratio of the (100) etch rate to the (111) etch rate.

(b) The mask opening is 600 µm wide. Is it wide enough for the answer to (a) to hold? What would happen with an opening of 400 µm?

(c) Why is it the (111) plane, and no other, that sets the undercut?

(d) How far do a reading error, a wearing mask and a small misalignment move the result?

**Conventions**

The etch rate of a crystal plane is the speed at which it recedes along its own normal. The rates are R100 and R111, and their ratio is S = R100/R111. The depth d is measured from the original wafer surface, and the undercut u from the original mask edge. The mask is at first taken to be inert, and both planes are etched for the same time t.

**Solution to (a)**

*The angle of the sidewall.* Label the crystal axes so that the wafer normal is (0, 0, 1). One of the sidewalls then has its normal along (1, 1, 1), a vector of length √3. The angle θ between the two planes equals the angle between their normals:

cos θ = (0, 0, 1)·(1, 1, 1)/√3 = 1/√3

sin θ = √(1 − 1/3) = √(2/3) = 0.8165

tan θ = sin θ / cos θ = √2

Hence θ = 54.74°. The direction (1, −1, 0) is perpendicular to both normals, so it lies in both planes. It is a <110> direction, and it is the line in which the sidewall meets the wafer surface. This is why a mask edge along <110> can be followed by a single flat (111) wall, and why a cross-section perpendicular to that edge shows the true angle θ.

*The motion of the wall.* In this cross-section, put the origin at the mask edge. Let x run horizontally under the mask, away from the groove, and let z run downwards. The unit normal of the wall, pointing into the silicon, is (sin θ, cos θ). The wall starts at the mask edge and recedes along this normal by

s = R111 t

so that after the time t it is the line

x sin θ + z cos θ = s

The undercut is the value of x at the wafer surface, z = 0:

u = s / sin θ, or s = u sin θ

The horizontal undercut is therefore larger than the distance the wall has moved along its normal. With the given numbers,

s = 1.5 µm × 0.8165 = 1.225 µm

*The ratio.* The floor of the groove is a (100) plane and moves straight down, so d = R100 t. Dividing this by s = R111 t removes the unknown time:

S = R100/R111 = d/s = d/(u sin θ)

S = 300 µm / 1.225 µm ≈ 245

The (100) plane is etched about 245 times as fast as the (111) plane.

The plain quotient d/u = 200 is a different quantity. It compares a vertical speed with the horizontal speed of the wall's upper edge, and it equals S sin θ, which is 0.816 of the rate ratio.

If the rates drift during the etch, for instance because the bath changes, then d and s are the time integrals of R100 and R111. Their quotient is then the ratio of the time-averaged rates.

**Solution to (b)**

The relation d = R100 t requires that a (100) floor still exists. Solving the wall equation for x at depth z gives

x = s/sin θ − z cos θ/sin θ = u − z/√2

At the floor, z = d, the wall stands at x = u − d/√2. For large S this is negative, which means that the wall slopes inwards beneath the opening. The floor width is the opening width W plus this displacement on both sides:

floor width = W + 2(u − d/√2) = W + 2u − √2 d

For W = 600 µm this gives 600 + 3 − 424.3 = 178.7 µm. A flat floor remains, and the result of (a) stands. This width, and the V groove below, assume that no plane of intermediate tilt cuts off the corner between floor and wall; the condition for this is given in (c). The floor vanishes when W = √2 d − 2u, so the smallest usable opening for this depth and undercut is 421.3 µm.

An opening of 400 µm is too narrow. With the same rates and the same etch time, the two walls meet before the depth of 300 µm is reached, and the groove becomes a V. Its depth follows from setting the floor width to zero:

depth of V = (W + 2u)/√2 = (400 + 3) µm / √2 = 285.0 µm

Inserting this depth into the formula of (a) would give 285.0/1.225 = 232.7, which is not the rate ratio. The error grows with further etching, because the bottom of the V now moves only as fast as the slow walls allow. In the limit of a very long etch, 2u becomes much larger than W and the depth tends to √2 u. The formula would then return √2/sin θ = √3 for every real ratio above √3. At smaller ratios the groove never closes.

**Solution to (c)**

Suppose that the rate depends only on the local orientation of the surface. Let φ be the tilt of a surface element from the floor, and R(φ) its rate. Draw a plane of tilt φ through the mask edge, with the whole opening on one side of it, and let it recede at R(φ). The etched cavity cannot overtake this plane: where the two first touch they are tangent, so they have the same orientation and the same speed. A sharp corner of the cavity is treated here as the limit of a slightly rounded one, which contains all the orientations in between.

By the same geometry as in (a), the plane of tilt φ meets the wafer surface at x = R(φ) t / sin φ. Every orientation sets such a limit, so the undercut cannot exceed the smallest one. The limit is also reached. The region enclosed by all these planes, drawn from both mask edges, starts as the opening itself, and its boundary consists only of pieces of the planes, each moving at the rate of its own orientation. This region is therefore the etched cavity, and

u = t × minimum over φ of [R(φ)/sin φ]

If R(φ) has a sharp, deep minimum at φ = θ, the smallest value lies at the (111) plane, and u = R111 t / sin θ, as in (a).

The other relation used in (a), d = R100 t, depends on the planes between floor and wall. The corner where the two meet lies at x = u − d/√2, z = d. A plane of tilt φ leaves this corner intact only if it has moved at least that far:

R(φ) t ≥ (u − d/√2) sin φ + d cos φ, for 0 < φ < θ

Slower planes would replace the corner by facets of their own, and in a narrow groove these could reach the middle and reduce the depth. A cross-section in which a flat floor meets a flat (111) wall shows that the condition is met. If this wall also reaches up to the mask, it sets the undercut as well, and the result of (a) follows.

The minimum may also be rounded instead of sharp. The following example shows how this affects the undercut when S is large. The example bears on the undercut only. A rounded minimum violates the condition above already just below θ, because the right-hand side of that condition rises linearly in θ − φ while the rate rises only quadratically. The wall is then curved towards the floor, and the floor is narrower than in (b). Take

R(φ) = R111 + (R100 − R111)(1 − φ/θ)²

and write φ = θ + ε, with angles in radians. Then 1 − φ/θ = −ε/θ, and dividing by R111 gives

R/R111 = 1 + (S − 1) ε²/θ²

For small ε, 1/sin φ ≈ (1 − ε cot θ)/sin θ. The ε² term of this expansion is dropped, because it is small beside the one multiplied by S − 1. Hence

R(φ)/sin φ ≈ (R111/sin θ) [1 − ε cot θ + (S − 1) ε²/θ²]

Setting the derivative with respect to ε to zero gives

ε = θ² cot θ / [2(S − 1)]

and inserting this value lowers the bracket below 1 by

θ² cot² θ / [4(S − 1)]

For S = 245 the undercut is smaller by 0.047 % of its value, which is negligible here. The lower part of the groove is affected far more. If this rate law holds within 5° of θ and the planes beyond are fast, the floor of the 600 µm opening is about 101 µm wide instead of 178.7 µm. If it holds at all tilts down to the floor, no flat floor remains, the depth is about 237 µm, and the formula of (a) returns about 195.

The opposite limit shows where the formula fails. If all planes are etched at the same rate R, the smallest value of R/sin φ lies at φ = 90°. The undercut then equals the depth, and d/(u sin θ) gives 1.22 although the true ratio is 1. The formula therefore belongs to etchants for which (111) is distinctly the slow plane.

**Solution to (d)**

*Reading error.* Since S is proportional to 1/u, a small relative error in u appears as an equal and opposite relative error in S. An error of 0.1 µm in the undercut spreads the result from 230 to 262. The third digit of 245 thus has meaning only if the undercut is known much better than that.

*Wafer off-cut.* If the wafer surface is tilted by 0.5° from (100) about the groove axis, the two walls make angles of θ + 0.5° and θ − 0.5° with it. With the depth relation left unchanged, an undercut of 1.5 µm then gives 243.5 on one wall and 246.5 on the other. For this tilt axis the effect is smaller than the reading error. A tilt about the in-plane axis perpendicular to the groove is far less benign. The surface then rises along the groove, and since a wall shifts sideways by z/√2, the traces of the two (111) walls turn by about 0.5°/√2 = 0.35° in opposite senses. No rotation of a rectangular mask aligns both edges. Over a length of 1000 µm each trace departs from its edge by 6.2 µm, more than the whole undercut, so such a tilt acts as a misalignment seven times the one estimated below.

*Mask wear.* Suppose that the mask edge recedes sideways by m during the etch, more slowly than the undercut advances, so that it always overhangs. If the undercut is read from the receded edge, the true undercut is u + m. The etch time is needed to find m. For hot aqueous potassium hydroxide, a rough typical (100) rate is 1 µm/min, so 300 µm takes 300 min.

- A silicon nitride mask, taken to wear at roughly 0.1 nm/min, recedes by 0.03 µm. The corrected ratio is 240.
- A silicon dioxide mask, taken to wear at roughly 5 nm/min, recedes by 1.5 µm, as much as the undercut that was read. The corrected ratio is 122, half the uncorrected one. The mask also loses 1.5 µm from its upper face and at most as much from its underside where it overhangs, so an oxide more than 3 µm thick is sure to last. An oxide of 1.5 µm or less would be gone by the end of the etch.

*Misalignment.* Let the opening, of width W = 600 µm and length L = 1000 µm, be turned in the wafer plane by a small angle δ away from <110>. The smallest rectangle with <110> sides that encloses it has the width W cos δ + L sin δ. By the argument of (c), the (111) planes that start from the sides of this rectangle cannot be overtaken. The extra undercut, averaged over the two sides, is therefore at most

(W cos δ + L sin δ − W)/2

For δ = 0.05° this bound is 0.436 µm. If it were fully reached, only 1.5 − 0.436 = 1.064 µm of the undercut would come from the (111) rate, and the ratio would be

300/(1.064 × 0.8165) ≈ 345

The true ratio would then lie between 245 and 345, depending on how far the cavity had grown towards the enclosing rectangle. For small δ the bound is close to Lδ/2, so it grows with the length of the groove. These figures hold for the average over the two sides. On one side alone, near an end of the groove, the bound is twice as large, 0.873 µm, and the ratio could reach about 586.

**The result beside a real etch**

A ratio of a few hundred is a plausible size for potassium hydroxide, though the value depends on concentration and temperature. Of the effects estimated in (d), misalignment between the mask edges and the (111) traces has the largest upper bound for a nitride mask. With an in-plane turn of one twentieth of a degree over a length of one millimetre, and the undercut averaged over both sides, the true ratio lies at most about 40 % above the 245 inferred from perfect alignment; an off-cut that tilts the surface along the groove allows much more. How much of this is reached depends on how fast the cavity grows towards the enclosing rectangle. For the oxide mask, wear matters more than this small in-plane turn: the true ratio is then about half the inferred one. The two errors act in opposite directions. Misalignment adds to the undercut, so on its own it makes the formula give a lower limit to S. Reading the undercut from a worn edge makes it too small, so on its own it makes the formula give too high a value.

Numbers in the example were calculated in double precision.
